\section*{Standoff of a Screw Dislocation Beneath a Thin, Stiffer Surface Oxide, part 2}

A straight screw dislocation lies parallel to $z$ in a metal, at depth $d$ below a welded oxide film of thickness $h$. We want the force the layered surface exerts on it and the depth $d_*$, the standoff, at which that force vanishes.

The metal fills $x>0$, the film fills $-h<x<0$, and the outer face $x=-h$ is free of traction. The $y$ axis runs along the surface, normal to the line. The Burgers vector is $b\hat{\mathbf z}$, and the displacement is $w(x,y)\hat{\mathbf z}$. Both layers are isotropic until stated otherwise, with shear moduli $\mu_m$ (metal) and $\mu_f$ (film), and $\sigma_{xz}=\mu\,\partial_xw$, $\sigma_{yz}=\mu\,\partial_yw$. The force per length on the line is
\begin{equation}
F_x=b\,\sigma_{yz},\qquad F_y=-b\,\sigma_{xz}.
\label{pk}
\end{equation}
The stress here excludes the dislocation's own field in an infinite metal. We write $F$ for $F_x$; positive $F$ points into the metal. The surface gives $F_y=0$.

With $r=\mu_f/\mu_m$, $K=(r-1)/(r+1)$, $E_0=\mu_mb^2/4\pi$ (an energy per length, which is also a force) and $u=d/h$, the force is
\begin{equation}
F=\frac{E_0}{h}f(u),\qquad
f(u)=\frac Ku-(1-K^2)\sum_{n\ge1}\frac{K^{n-1}}{u+n}.
\label{f}
\end{equation}
The terms come from image screws: one of strength $K$ at $x=-d$, and others of strength $-(1-K^2)K^{n-1}$ at $x=-(d+2nh)$, in units of $b$. Equivalently, in terms of waves of number $k$ along $y$,
$F=2E_0\int_0^\infty R(k)e^{-2kd}dk$ with $R=(P-1)/(P+1)$ and $P=r\tanh kh$.

For finite $r>1$, $f$ has one zero $u_*=d_*/h$, stable in depth and dependent on $r$ alone. A bare metal surface gives $F=-E_0/d$.

\subsection{Three limits}

\paragraph{Far away.} For $d$ much greater than both $h$ and $rh$ the integral is governed by small $k$, where $P\simeq rkh$ and $R=-1+2P/(1+P)\simeq-1+2rkh$. Using $\int_0^\infty ke^{-2kd}dk=1/4d^2$,
\begin{equation}
F\simeq E_0\left(-\frac1d+\frac{rh}{d^2}\right)\simeq-\frac{E_0}{d+rh}.
\label{far}
\end{equation}
To this order the film acts like an extra layer of metal of thickness $rh$. It weakens the distant attraction without reversing it.

\paragraph{Weak contrast.} For small positive $K$ the zero lies at small $u$. Multiply $f(u)=0$ by $u$ and keep terms through second order, counting $u$ as order $K$:
\begin{equation}
K=u\left(1-u+\frac K2\right)
\;\Rightarrow\;
u_*=K+u_*^2-\frac{Ku_*}{2}=K+\frac{K^2}{2}+O(K^3).
\label{weak}
\end{equation}
At leading order this is the balance $K/d=1/h$ between the near image and the free face. At $K=0.02$ the full series gives $u_*=0.020205$, against $0.020200$ from \eqref{weak}. Such a standoff has physical meaning only if $Kh$ is well above the core size. A slight excess of stiffness in a thin film puts the calculated zero inside the core, where linear elasticity fails.

\paragraph{Very stiff film.} Let $\varepsilon=1-K$ be small and write $u_*=v/\varepsilon$. In the sum, set $s=\varepsilon n$. Then $K^{n-1}\to e^{-s}$, and the spacing of successive $s$ values is $\varepsilon$, so
\begin{equation}
\sum_{n\ge1}\frac{K^{n-1}}{u_*+n}\;\to\;\int_0^\infty\frac{e^{-s}}{v+s}\,ds=e^vE_1(v),
\end{equation}
where $E_1(v)=\int_v^\infty e^{-p}dp/p$ and $p=v+s$. With $K/u_*\to\varepsilon/v$ and $1-K^2\to2\varepsilon$, the balance becomes
\begin{equation}
v\,e^vE_1(v)=\frac12,\qquad v=0.6101,\qquad
d_*\simeq\frac{vh}{1-K}=\frac{v}{2}(r+1)h .
\end{equation}
The last step uses $1-K=2/(r+1)$. The limit fixes only the term that grows with $r$, not the constant beside it. At $r=20$ the full solution gives $u_*=6.08$, against $6.41$ from $v(r+1)/2$ and $6.10$ from $vr/2$. At $r\approx2$ the formula is too large by a factor of two. At $K=0.999$ the series gives $(1-K)u_*=0.6098$. The standoff grows without bound as the film becomes rigid at fixed thickness, because ever longer waves then find it stiff.

\subsection{Energy and stiffness of the well}

The interaction energy per length follows from $F=-dW/dd$:
\begin{equation}
W=E_0\left[-K\ln u+(1-K^2)\sum_{n\ge1}K^{n-1}\ln(u+n)\right]+\text{constant}.
\label{W}
\end{equation}
For $K>0$ the first term rises as the line nears the oxide. At large $u$ the coefficient of $\ln u$ is $-K+(1+K)=1$, so $W$ also rises, slowly, with depth. The well stiffness is
\begin{equation}
\kappa=-F'(d_*)=\frac{E_0}{h^2}\left[\frac{K}{u_*^2}-(1-K^2)\sum_{n\ge1}\frac{K^{n-1}}{(u_*+n)^2}\right].
\label{kappa}
\end{equation}

\subsection{Generalization to a cubic metal}

Take a $(001)$ surface and a screw along $[110]$, so $x$ is $[001]$ and $y$ is $[1\bar10]$. The plane normal to the line is a mirror plane, so displacements along the line do not couple to those across it. The two shears have different moduli:
\begin{equation}
\sigma_{xz}=c_x\partial_xw,\quad \sigma_{yz}=c_y\partial_yw,\quad
c_x=C_{44},\quad c_y=\tfrac12(C_{11}-C_{12}).
\end{equation}
For $c_y$, a shear $\gamma=\partial_yw$ has the strain tensor $\tfrac{\gamma}{2}\,\mathrm{diag}(1,-1,0)$ in the cube axes. Its energy density is $\tfrac14(C_{11}-C_{12})\gamma^2$, which must equal $\tfrac12c_y\gamma^2$. For $c_x$, the shear splits into two cube-face shears of size $\gamma/\sqrt2$, with total energy density $\tfrac12C_{44}\gamma^2$.

Equilibrium is $c_x\partial_x^2w+c_y\partial_y^2w=0$. Put $x=\lambda X$ in the metal, with $\lambda=\sqrt{c_x/c_y}$. Then $w$ is harmonic in $(X,y)$, and the interface traction is
\begin{equation}
c_x\partial_xw=\frac{c_x}{\lambda}\,\partial_Xw=\sqrt{c_xc_y}\,\partial_Xw .
\end{equation}
This is the isotropic problem with $\mu_m=\sqrt{c_xc_y}$ and the line at $X=d/\lambda$. The standoff becomes
\begin{equation}
d_*=\lambda\,u_*h .
\label{aniso}
\end{equation}
For $c_x=c_y$ the earlier result returns.

\subsection{Aluminium under thin alumina}

The inputs are rough typical values: $C_{11},C_{12},C_{44}=107,61,28$ GPa for the metal, $\mu_f=55$ GPa for amorphous alumina, $h=4$ nm and $b=0.286$ nm. Then $c_x=28$ GPa, $c_y=23$ GPa, and
\begin{equation}
\mu_m=\sqrt{28\times23}=25.4\ \text{GPa},\quad
r=\frac{55}{25.38}=2.167,\quad K=\frac{1.167}{3.167}=0.3685 .
\end{equation}
The energy unit is $E_0=1.031$ eV/nm. I first use the isotropic metal with this $\mu_m$. The zero of $f$ is $u_*=0.487$, as can be followed by hand:
\begin{equation}
\frac{0.3685}{0.487}=0.757,\qquad
\frac{0.8642}{1.487}+\frac{0.3185}{2.487}+\frac{0.1174}{3.487}+\frac{0.0433}{4.487}=0.753,
\end{equation}
and the remaining images supply the missing $0.004$. Hence
\begin{equation}
d_*=0.487\times4\ \text{nm}=1.95\ \text{nm}=6.8\,b .
\end{equation}
The weak-contrast formula gives $u_*=0.436$, about 10\% below the series value.

A two-dimensional finite-element solution of the layered problem, which uses no images, gives $u_*=0.4867$. At five depths from $0.4h$ to about $8h$, its $dF/E_0$ differs from the series by at most $2.4\times10^{-4}$. With the anisotropic metal, $\lambda=1.103$ moves the standoff to $2.15$ nm, and the finite-element value agrees to that precision. Anisotropy thus adds 10\% here. The numbers that follow keep the isotropic metal.

To bring the line rigidly from $d_*$ to a depth of one Burgers vector takes $0.36$ eV per nm of length, by \eqref{W}. At that depth the continuum description is at its edge, so this is an estimate of scale. Equation \eqref{kappa} gives
\begin{equation}
\kappa=\frac{1.031}{16}\,(1.554-0.455)=0.071\ \text{eV/nm}^3 .
\end{equation}

\subsection{Stress on the glide plane, and friction}

A glide plane that contains $[110]$ is $(1\bar11)$. It is tilted from the surface by $\phi$ with $\cos\phi=1/\sqrt3$, so $\phi=54.7^\circ$. Since $F_y=0$, the force along the plane is $F\sin\phi$, and the resolved stress is $\tau=F\sin\phi/b$. The zero stays at the same depth. The table compares the oxide-covered metal with bare metal at the same depth below the metal surface.

\begin{center}
\begin{tabular}{rrr}
depth (nm) & $\tau$, oxide (MPa) & $\tau$, bare (MPa)\\
1 & $70$ & $-472$\\
2 & $-1.6$ & $-236$\\
4 & $-25$ & $-118$\\
10 & $-24$ & $-47$\\
40 & $-9.7$ & $-11.8$\\
100 & $-4.3$ & $-4.7$
\end{tabular}
\end{center}

The far formula explains the last rows. With $rh=8.67$ nm, it predicts $-11.79\times40/48.67=-9.7$ MPa at 40 nm. Beyond $d_*$ the attraction peaks at 27 MPa, at a depth of 5.7 nm. In the absence of friction, a uniform resolved stress above 27 MPa directed into the metal would pull the line out of the well. This threshold depends on the inputs. It is 24.5 MPa at 6.3 nm for the anisotropic metal, and 40 and 21 MPa for film moduli of 40 and 70 GPa. It scales as $1/h$.

A real lattice resists glide with some friction stress $\tau_f$, and the line stays wherever $|\tau|<\tau_f$. The point $d_*$ widens into a band. Near $d_*$ its half-width in depth is
\begin{equation}
\delta d\simeq\frac{\tau_fb}{\kappa\sin\phi}.
\end{equation}
For $\tau_f=2$ MPa, which is $0.0125$ eV/nm$^3$, this gives $0.06$ nm. The full force law gives a band from 1.89 to 2.01 nm. Friction also limits the reach of the surface: a line at rest deeper than 227 nm is not drawn in. For $\tau_f=10$ MPa the band is 1.69 to 2.34 nm and the capture depth falls to 38 nm. If friction exceeds the peak pull of 27 MPa, the image force draws in no resting line from outside, and the standoff loses its role as a collecting depth.

\subsection{Core width and temperature}

The core of a screw in aluminium is not a point. As a rough measure, I split it into two parallel screws of strength $b/2$, held 0.8 nm apart on the glide plane. Let the parts $i,j$ have depths $d_i,d_j$ and surface coordinates $y_i,y_j$. Label the image strengths $s_n$, with $s_0=K$ and $s_n=-(1-K^2)K^{n-1}$ for $n\ge1$. The total depth force is
\begin{equation}
F=\frac{E_0}{4}\sum_{i,j}\sum_{n\ge0}s_n\frac{2X}{X^2+Y^2},\quad
X=d_i+d_j+2nh,\quad Y=y_i-y_j .
\end{equation}
The direct forces between the parts cancel in the total, and so do the $y$ components of the image forces. For zero splitting the sum returns \eqref{f}. The mean depth at balance moves from 1.95 to 1.97 nm, or 1\%. This estimate omits the edge components $\pm b/(2\sqrt3)$ of real partial dislocations, and these matter more than the part kept. In isotropic plane strain, with Poisson ratios $0.35$ for the metal and $0.24$ for the film, they move the balance at the same separation to about 2.00 nm, or 3\% in all. Any change of the separation near the oxide is also omitted.

At temperature $T$ the line also wanders. Let $s(z)$ be its displacement along the glide plane, so the depth changes by $s\sin\phi$ and the well stiffness along the plane is $\kappa_g=\kappa\sin^2\phi$. With line tension $\Gamma$, a wave of number $q$ along the line costs, per length, $\tfrac12(\Gamma q^2+\kappa_g)$ times its mean squared displacement. Equipartition gives
\begin{equation}
\langle s^2\rangle=\int_{-\infty}^{\infty}\frac{dq}{2\pi}\frac{k_BT}{\Gamma q^2+\kappa_g}=\frac{k_BT}{2\sqrt{\Gamma\kappa_g}} .
\end{equation}
I take the estimate $\Gamma=\mu_mb^2/2=6.48$ eV/nm. At 300 K, $k_BT=0.02585$ eV and $\kappa_g=0.0472$ eV/nm$^3$, so $\langle s^2\rangle=0.0234$ nm$^2$. The rms change in depth is $0.82\times0.153=0.125$ nm, 6\% of $d_*$. The line bends over a length $\sqrt{\Gamma/\kappa_g}=12$ nm, several times $d_*$ but about equal to the distance $2(d_*+h)$ from the line to its second image. Using the straight-line force locally is therefore an approximation.

\subsection{The model beside a real oxidized surface}

A native oxide on aluminium is a few nanometres thick, so $h=4$ nm is towards the upper end, and $d_*$ scales with $h$ at fixed moduli. The film modulus is also uncertain, since it depends on the density and preparation of the oxide. With all else fixed, 40 GPa gives $d_*=1.03$ nm and 70 GPa gives $2.80$ nm, changes of $-47$\% and $+43$\%. These exceed the effects of anisotropy, core splitting and temperature found above. The lower value is 3.6 Burgers vectors, where a continuum result is doubtful.

The standoff also requires the film to be bonded to the metal. If the interface slips freely, it transmits no shear. The metal then has a free surface at $x=0$, the force returns to $-E_0/d$, and the standoff disappears. Cracks, film edges and roughness break the uniformity along $y$ and are not sized here. A uniform in-plane growth stress in the metal, with components $\sigma_{yy}$ and $\sigma_{zz}$, exerts no force on this screw, since \eqref{pk} contains neither. A Burgers component $b_y$ would feel a force $\sigma_{yy}b_y$ along $x$, so mixed dislocations need a separate treatment. For $h=2$ nm the standoff is 0.97 nm, only 3.4 Burgers vectors, where the continuum result is again doubtful. The model supports a standoff of about 2 nm for a pure screw under an intact, bonded film 4 nm thick with these moduli; the numerical output below gives the values to more digits than the inputs justify.

\section*{Table of computed values}
\begin{verbatim}
rough C11, C12, C44 of metal: 107, 61, 28 GPa
cx, cy for [110] screw, (001) face: 28.0, 23.0 GPa
metal modulus sqrt(cx cy): 25.38 GPa
film modulus (rough): 55 GPa
film thickness h: 4.0 nm; Burgers vector b: 0.286 nm
modulus ratio r: 2.1673; contrast K: 0.3685
image strengths n=0..4: 0.3685 -0.8642 -0.3185 -0.1174 -0.0433
sum of all image strengths: -1.000000
standoff d*/h: 0.4870; finite elements: 0.4867
standoff d*: 1.948 nm = 6.81 b
largest d*F gap, series vs integral (scaled): 1.4e-14
largest d*F gap, series vs finite elements: 2.4e-04
K=0.02: d*/h = 0.020205; K+K^2/2 = 0.020200
stiff limit v: 0.6101; (1-K)d*/h at K=0.999: 0.6098
energy unit mu b^2/(4 pi): 1.0310 eV/nm
glide plane tilt to surface: 54.74 degrees
resolved image stress, + is into metal (oxide; bare metal):
  depth 1 nm: 69.63 MPa; -471.58 MPa
  depth 2 nm: -1.63 MPa; -235.79 MPa
  depth 4 nm: -24.95 MPa; -117.89 MPa
  depth 10 nm: -23.75 MPa; -47.16 MPa
  depth 40 nm: -9.67 MPa; -11.79 MPa
  depth 100 nm: -4.34 MPa; -4.72 MPa
greatest pull beyond d*: 26.98 MPa at depth 5.68 nm
energy from d* to depth b: 0.3554 eV/nm
well stiffness in depth: 0.0708 eV/nm^3
anisotropy factor sqrt(cx/cy): 1.1034
anisotropic standoff: 2.149 nm; finite elements: 2.148 nm
friction 2 MPa: rest band 1.889 to 2.012 nm; capture depth 227.1 nm
friction 10 MPa: rest band 1.690 to 2.340 nm; capture depth 38.4 nm
core split (rough): 0.8 nm; standoff then: 1.967 nm
temperature: 300 K; kT: 0.02585 eV
line tension mu b^2/2 (estimate): 6.478 eV/nm
bending length of line: 11.71 nm
rms thermal wander in depth: 0.125 nm
film modulus 40 GPa: standoff 1.032 nm
film modulus 70 GPa: standoff 2.795 nm
\end{verbatim}
